\section*{Why spherical-atom X-ray refinement shortens bonds to hydrogen}

\section{What the refinement locates}

\textbf{Q.} When I refine hydrogen as a spherical atom against X-ray data, my bonds to hydrogen come out about a tenth of an angstrom shorter than the distances between nuclei. Is this noise, thermal motion, or something in the model?

\textbf{A.} There is a bias in the model that survives when both noise and thermal motion are removed. To isolate it, take one static molecule with electron density $\rho(\mathbf r)$ and suppose that its complex amplitude
\begin{equation}
F(\mathbf k)=\int \rho(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}\,d^3r,\qquad k=\frac{4\pi\sin\theta}{\lambda},
\end{equation}
is known without error. A crystal experiment gives $|F|$ and has its own weights; I leave both complications out. X-rays see the electrons, so the fit locates a centre of electron density. For a spherical atom that centre is identified with the nucleus, and this identification is the assumption to examine.

Let the model amplitude be $M(\mathbf k;u)$, where $u$ is the displacement of the hydrogen centre from the proton, positive into the bond. The fit minimises $\int_{k<K}|F-M|^2d^3k$, with equal weight per volume of $k$-space. Define
\begin{equation}
\langle A,B\rangle=\frac{1}{(2\pi)^3}\,\mathrm{Re}\int_{k<K}A^*(\mathbf k)B(\mathbf k)\,d^3k .
\end{equation}
By Parseval's theorem this becomes $\int A(\mathbf r)B(\mathbf r)\,d^3r$ when $K\to\infty$. A fit to all amplitudes is then a least-squares fit to the density itself.

\textbf{Q.} What pushes the centre off the proton?

\textbf{A.} Let $\Delta\rho$ be the true density minus the spherical atoms placed at the nuclei. For small $u$ the model changes by $ug$, with $g=\partial M/\partial u$ at $u=0$. The misfit and its stationary point are
\begin{align}
\langle\Delta\rho-ug,\Delta\rho-ug\rangle
&=\langle\Delta\rho,\Delta\rho\rangle-2u\langle g,\Delta\rho\rangle+u^2\langle g,g\rangle,\\
0&=-2\langle g,\Delta\rho\rangle+2u\langle g,g\rangle
\quad\Rightarrow\quad
u_1=\frac{\langle g,\Delta\rho\rangle}{\langle g,g\rangle}. \label{step}
\end{align}
The numerator acts as a force and the denominator as a stiffness.

Take the hydrogen density $\rho_s=\zeta^3e^{-2\zeta r}/\pi$ in atomic units; $\zeta=1$ is the free atom. If $\mathbf e$ points into the bond, the displaced atom is $\rho_s(\mathbf r-u\mathbf e)$, so
\begin{equation}
g=-\mathbf e\cdot\nabla\rho_s=2\zeta\rho_s\cos\vartheta,
\end{equation}
where $\vartheta$ is measured from $\mathbf e$. This is a pure dipole about the proton, positive on the bond side. If $\Delta\rho$ is expanded in spherical harmonics about the proton, the angular integral removes every part except the dipole. A spherical atom cannot deform, but by moving it imitates a dipolar deformation.

\section{Where the dipole comes from}

\textbf{Q.} Why should the deformation point into the bond?

\textbf{A.} Consider H$_2$ built from two real, normalised $1s$ orbitals $a$ and $b$ with overlap $S$. Two electrons in the bonding orbital $(a+b)/\sqrt{2(1+S)}$ have density $(a+b)^2/(1+S)$. Subtracting the free atoms $a^2+b^2$ gives
\begin{align}
\Delta\rho_{\rm bond}
&=\frac{a^2+b^2+2ab-(1+S)(a^2+b^2)}{1+S}\notag\\
&=\frac{2ab-S(a^2+b^2)}{1+S}.
\end{align}
Seen from the proton of $a$, the term $a^2$ is spherical and exerts no force on that atom. In $2ab$ the factor $b$ grows towards the other proton, which gives an inward dipole. The term $-Sb^2$ opposes it, so the sign of the sum has to be calculated.

The triplet provides a contrasting case. It has one electron in the bonding and one in the antibonding orbital:
\begin{align}
\rho_{\rm trip}&=\frac{(a+b)^2}{2(1+S)}+\frac{(a-b)^2}{2(1-S)}
=\frac{a^2+b^2-2Sab}{1-S^2},\\
\Delta\rho_{\rm trip}&=\frac{S^2(a^2+b^2)-2Sab}{1-S^2}
=-\frac{S}{1-S}\,\Delta\rho_{\rm bond}.
\end{align}
The deformation has the same shape and the opposite sign, so the first-order displacement must reverse.

I evaluated these densities by numerical quadrature at a proton distance of 1.4 bohr, with $\zeta=1$ and data to $\sin\theta/\lambda=0.7$ \AA$^{-1}$. There $S=0.753$, and $-S/(1-S)=-3.05$. Equation (\ref{step}), with both atoms moving symmetrically, gives $u_1=0.040$ \AA\ for the bonding pair and $-0.120$ \AA\ for the triplet. The full nonlinear fits give $0.041$ and $-0.103$ \AA. In this two-orbital model, overlap charge draws the fitted centres inward, and its removal sends them outward. The model gives the direction but not the size: the correlated H$_2$ density used below gives 0.126 \AA\ with the same $\zeta$ and data limit, about three times as much, so overlap of undistorted $1s$ orbitals is only part of the deformation. As the atoms separate, $S$ and $ab$ vanish, and so does the displacement.

\textbf{Q.} Bonds between heavier atoms also contain overlap charge. Why are they not shortened as much?

\textbf{A.} Look at the stiffness. In $k$-space a displacement multiplies the atomic form factor $f(k)$ by $e^{iu\mathbf k\cdot\mathbf e}$, so $g=i(\mathbf k\cdot\mathbf e)f$. The average of $(\mathbf k\cdot\mathbf e)^2$ over directions is $k^2/3$, hence
\begin{equation}
\langle g,g\rangle=\frac{1}{8\pi^3}\,\frac{4\pi}{3}\int_0^K k^4f^2\,dk
=\frac{1}{6\pi^2}\int_0^K k^4f^2\,dk .
\end{equation}
For hydrogen and $K\to\infty$ the real-space form is easier:
\begin{align}
\langle g,g\rangle&=\frac{4\zeta^2}{3}\int\rho_s^2\,d^3r
=\frac{4\zeta^2}{3}\,\frac{\zeta^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4\zeta r}\,dr\notag\\
&=\frac{4\zeta^2}{3}\,\frac{\zeta^6}{\pi^2}\,\frac{4\pi\cdot2}{(4\zeta)^3}
=\frac{\zeta^5}{6\pi}.
\end{align}
The factor $k^4$ favours compact density. A heavier atom has more electrons and a compact core; hydrogen has no core. With a spherically averaged Hartree--Fock fluorine atom and the same data limit, the stiffness of fluorine is about 1200 times that of hydrogen. The force on fluorine need not equal that on hydrogen, so this is not the ratio of their displacements.

\section{A measure that does not assume an atomic shape}

\textbf{Q.} Could the displacement merely reflect a poor choice of hydrogen form factor?

\textbf{A.} Its size depends on that choice, but it does not vanish when the choice is removed. Let the atoms float with no assumed radial shape: give both atoms of H$_2$ the same arbitrary spherical form factor $f(k)$ and place them at $\pm d$ on the $z$ axis. The model is $2f(k)\cos(k\mu d)$, where $\mu$ is the cosine between $\mathbf k$ and the axis.

At small $k$ this can be solved. Let $X=\int\rho x^2d^3r$ and $Z=\int\rho z^2d^3r$, with the origin at the midpoint. Inversion symmetry removes odd powers of $k$, and axial symmetry removes the cross term:
\begin{equation}
F=2-\tfrac12k^2\left[(1-\mu^2)X+\mu^2Z\right]+O(k^4).
\end{equation}
Write $f=1-ck^2+O(k^4)$; then
\begin{equation}
2f\cos(k\mu d)=2-2ck^2-k^2\mu^2d^2+O(k^4).
\end{equation}
The part independent of $\mu$ fixes $c=X/4$, a width. The part in $\mu^2$ fixes the position:
\begin{equation}
2d^2=Z-X. \label{moment}
\end{equation}
With the molecular quadrupole moment defined by $\Theta=\sum q(z^2-x^2)$ over all charges, the protons at $\pm R/2$ contribute $R^2/2$, so
\begin{equation}
\Theta=\frac{R^2}{2}-2d^2,\qquad d^2=\frac{R^2}{4}-\frac{\Theta}{2}.
\end{equation}
In this small-$k$ limit a positive $\Theta$ puts the fitted centres inside the protons, provided the width is free to take the value $c=X/4$. If $c$ is held elsewhere, model and amplitude differ by $k^2[(2c-X/2)+\mu^2(d^2-(Z-X)/2)]$ up to sign; minimising over $d^2$, with the averages $1/3$ of $\mu^2$ and $1/5$ of $\mu^4$, gives $d^2=(Z-X)/2-\tfrac53(2c-X/2)$. An atom held too wide is then drawn further in, and one held narrow enough lands outside the proton. Where the expression is negative the minimum lies at $d=0$. This happens for the free atom: $c=1/(2\zeta^2)=1/2$ and $X=1.53$ bohr$^2$ for the density below give $-0.13$ bohr$^2$, so in this limit both centres collapse onto the midpoint.

For numbers I used a full-configuration-interaction density of H$_2$ in the aug-cc-pVTZ basis, again at $R=1.4$ bohr (0.741 \AA). It treats correlation fully within that basis but retains the basis error: in aug-cc-pVQZ, $Z-X$ rises by 0.003 bohr$^2$ and the displacements given below for H$_2$ move by up to 0.001 \AA, so their third digit is not converged. It gives $Z-X=0.520$ bohr$^2$. Therefore
\begin{equation}
d=\sqrt{0.520/2}=0.510\ \text{bohr},\qquad
u=0.700-0.510=0.190\ \text{bohr}=0.101\ \text{\AA}.
\end{equation}

\textbf{Q.} My data are not confined to small $k$. What happens over a normal range?

\textbf{A.} Numerical least-squares fits to the same H$_2$ density give these displacements of each atom, in \AA:
\begin{center}
\begin{tabular}{cccc}
$\sin\theta/\lambda$ limit (\AA$^{-1}$) & $\zeta=1$ & $\zeta$ fitted & $f(k)$ free\\
0.5 & 0.158 & 0.079 & 0.079\\
0.7 & 0.126 & 0.075 & 0.075\\
1.0 & 0.115 & 0.074 & 0.072
\end{tabular}
\end{center}
The fitted exponent is about 1.15: the bonded atom is narrower than the free one. At the 0.7 \AA$^{-1}$ limit, moving free atoms reduces the squared misfit to 0.43 of its value with free atoms on the protons. Fitting $\zeta$ as well reduces it to 0.006. Width and position are coupled here, and a free-atom form factor exaggerates the displacement.

Both centres move, so the bond shortens by twice the displacement. With $f(k)$ free and the 0.7 \AA$^{-1}$ limit, the apparent H--H distance is 0.592 \AA, which is 0.149 \AA\ too short. The dependence on cutoff in the last column also has a meaning. If the density were a sum of two equal spheres, that fit would return the same $d$ at every cutoff. It does not, so no single pair of spherical centres represents the density completely.

\textbf{Q.} Would perfect data to much higher angle bring the atom back to the proton?

\textbf{A.} Not in this equally weighted fit with free atoms. The proton position could be the minimum only if $\langle g,\Delta\rho\rangle=0$. With all $k$ included, the real-space integrals for H$_2$ give $u_1=0.123$ \AA, so the force there is not zero. This is the linear step only; the full fit with data to $k=18$ bohr$^{-1}$ settles at 0.110 \AA. Other weights define another inner product and can give another displacement.

\section{Bonds to carbon and fluorine}

\textbf{Q.} Does the H$_2$ result carry over to a C--H bond?

\textbf{A.} The direction and rough size do. I took Hartree--Fock densities of CH$_4$ and HF in the cc-pVTZ basis, which omit correlation, at chosen nuclear distances of 1.09 and 0.92 \AA. A spherical, neutral heavy atom was held at its nucleus, and data extended to 0.7 \AA$^{-1}$. With free-atom hydrogen the fits give
\begin{align}
\text{C--H:}\quad &1.090-0.980=0.110\ \text{\AA},\\
\text{F--H:}\quad &0.920-0.797=0.123\ \text{\AA}.
\end{align}
These are shortenings of the whole bond, since one end is fixed; the C--H values carry a quadrature uncertainty of about a thousandth of an angstrom. Fitting $\zeta$ changes them to 0.117 and 0.119 \AA. The basis matters in the third digit: in cc-pVQZ the two F--H values become 0.126 and 0.122 \AA, and the C--H values are those of cc-pVTZ only. For C--H the shortening rises slightly, unlike in H$_2$, so a better width does not in general reduce the bias. The figure of 0.1 \AA\ is a typical size, not a constant.

\textbf{Q.} You held the heavy atom fixed. Was that harmless?

\textbf{A.} For the position of fluorine, nearly; for hydrogen, less so. When both atoms of HF float with $\zeta=1$, fluorine moves 0.004 \AA\ away from hydrogen, while hydrogen moves 0.150 \AA\ towards fluorine instead of 0.123 \AA. To first order the misfit is $\langle\Delta\rho-u_Hg_H-u_Fg_F,\Delta\rho-u_Hg_H-u_Fg_F\rangle$, and setting its derivative with respect to $u_H$ to zero gives $u_H=(\langle g_H,\Delta\rho\rangle-u_F\langle g_H,g_F\rangle)/\langle g_H,g_H\rangle$. The two displacements are thus coupled through the overlap of their derivative densities. By the Cauchy--Schwarz inequality the factor multiplying $u_F$ cannot exceed in magnitude the square root of the stiffness ratio, about 34; evaluated at the nuclei, with both displacements counted positive into the bond, $\langle g_H,g_F\rangle/\langle g_H,g_H\rangle$ is about 5. An outward fluorine shift of 0.0038 \AA\ then moves hydrogen inward by about 0.019 \AA, most of the observed 0.027 \AA; the rest lies beyond first order. A very small shift of the strongly scattering atom can therefore alter the optimum for the weak one.

\section{Recovering the proton}

\textbf{Q.} Can I cure this by refining a dipole on hydrogen together with its position?

\textbf{A.} Not safely from these data alone. The derivative $g$ is itself a dipole. If the added dipole has the same radial form, then to first order it is indistinguishable from a displacement, and the least-squares equations are singular at zero dipole amplitude and ill-conditioned near it. A different radial form lifts the exact degeneracy, but the two parameters remain correlated to the extent that the forms overlap.

The safer course is to bring in independent information. One route fixes the nuclear distance, for example from neutron diffraction, and lets the X-ray data determine the density. Another, used in Hirshfeld atom refinement, takes aspherical atomic densities from a calculated molecular density. If the model density is correct when the nuclei are correctly placed, then $\Delta\rho=0$ there and the force in equation (\ref{step}) vanishes. Errors in the calculated density, in thermal motion or in the data can still displace the result.
